\section*{Vacant Nickel Sites in Aluminium-Rich B2 Nickel Aluminide}

\section{Problem}

Nickel aluminide, NiAl, is a candidate conductor for narrow interconnects. Its B2 structure consists of two interpenetrating simple cubic sublattices. Each cubic cell contains one site of the nickel sublattice and one site of the aluminium sublattice. In the perfect crystal every site is occupied by its own element, and half of the atoms are aluminium.

A sample consists of a single B2 phase and contains 52 atomic percent aluminium. Assume that every aluminium site is occupied by aluminium and that there are no antisites, that is, no atom sits on the sublattice of the other element. Interstitial atoms are also absent. What fraction of the nickel sites is vacant?

Let $x$ be the number of aluminium atoms divided by the number of all atoms, so that $x=0.52$. Let $v$ be the number of empty nickel sites divided by the number of all nickel sites. The two fractions have different denominators: atomic percent counts atoms, and a vacancy is not an atom.

\section{First estimate by scaling}

Start from a perfect crystal of $M$ cells, with $M$ aluminium and $M$ nickel atoms. Aluminium cannot be added, because its sublattice is full and the nickel sites are closed to it. The aluminium fraction can rise only by the loss of nickel.

Removing $vM$ nickel atoms lowers the number of atoms from $2M$ by the relative amount $vM/(2M)=v/2$. The number of aluminium atoms does not change, so for small $v$ their fraction rises by the same relative amount:
\begin{equation}
x\approx\frac12\left(1+\frac v2\right)=\frac12+\frac v4 .
\end{equation}
With $d=x-\tfrac12$ for the excess aluminium fraction, this gives
\begin{equation}
v\approx 4d .
\label{eq:estimate}
\end{equation}
The factor 4 has two sources. One factor of 2 appears because the nickel sites are half of all sites, and the other because aluminium makes up half of the atoms. For $d=0.02$ the estimate is $v\approx0.08$, or 8 percent of the nickel sites. The neglected corrections are of relative order $v/2$, about 4 percent of the estimate itself.

\section{Exact solution}

The count can be done without assuming that $v$ is small. In $M$ cells,
\begin{equation}
N_{\mathrm{Al}}=M,\qquad N_{\mathrm{Ni}}=M(1-v).
\end{equation}
The total number of atoms is their sum, $M(2-v)$, and therefore
\begin{equation}
x=\frac{M}{M(2-v)}=\frac{1}{2-v}.
\label{eq:composition}
\end{equation}
The size of the crystal has cancelled. Taking the reciprocal of both sides gives $1/x=2-v$, and hence
\begin{equation}
v=2-\frac1x .
\label{eq:main}
\end{equation}
At the given composition, $x=52/100=13/25$, so that
\begin{equation}
v=2-\frac{25}{13}=\frac{26-25}{13}=\frac1{13}\approx0.0769 .
\end{equation}
About 7.7 percent of the nickel sites are vacant. Since the nickel sites are half of all sites, the vacancies occupy about 3.8 percent of all sites.

The fraction $13/25$ shows the result directly. Of every 25 atoms, 13 are aluminium and 12 are nickel. The 13 aluminium atoms fill 13 cells, which offer 13 nickel sites to 12 nickel atoms, and one site stays empty. An explicit crystal of 17576 cells gives the same answer: when nickel atoms are removed one at a time until the aluminium content reaches 52 atomic percent, 1352 nickel sites are empty, and $1352/17576=1/13$.

Equation~\eqref{eq:main} gives $v=0$ at $x=1/2$, as it must. For $x<1/2$ it gives a negative number, which means that the assumptions cannot be met: a nickel-rich crystal needs another defect. As $x$ approaches 1 the formula gives $v\to1$, an empty nickel sublattice. That is a limit of the counting and does not imply that the B2 phase exists at such compositions.

\section{Comparison of the two results}

To compare the results, put $x=\tfrac12+d=(1+2d)/2$ into Eq.~\eqref{eq:main}:
\begin{equation}
v=2-\frac{2}{1+2d}
=\frac{2(1+2d)-2}{1+2d}
=\frac{4d}{1+2d}.
\label{eq:compare}
\end{equation}
The numerator is the scaling estimate. The denominator, which equals $2x$, is the correction for the shrinking number of atoms. At $d=0.02$ it is 1.04, so the estimate is too large by 4 percent relative to the exact value: 8.0 against 7.7 percent of the nickel sites.

The sign of the error has a simple origin. Each removed nickel atom makes the remaining total smaller, so the next removal raises the aluminium fraction by more. Fewer vacancies are then needed than the initial slope suggests. For small $d$, expansion of Eq.~\eqref{eq:compare} gives $v=4d-8d^2+\cdots$. The second term is $-0.0032$ here, slightly larger in size than the full difference of $-0.0031$; the higher terms supply the rest.

\section{What the composition does not determine}

The result rests on a statement about defects that the composition alone cannot confirm. To see how much depends on it, allow four kinds of defect. On the nickel sublattice, a fraction $v$ of the sites is empty and a fraction $a$ holds aluminium. On the aluminium sublattice, a fraction $b$ holds nickel and a fraction $w$ is empty. Per cell there are then $1-b-w$ aluminium atoms on aluminium sites, $a$ aluminium atoms on nickel sites, and $2-v-w$ atoms in all. Thus
\begin{equation}
x=\frac{1-b-w+a}{2-v-w}.
\end{equation}
Multiplying by the denominator, dividing by $x$ and solving for $v$ gives
\begin{align}
2-v-w&=\frac{1-b-w+a}{x},\\
v&=2-\frac1x-\frac ax+\frac bx+w\left(\frac1x-1\right).
\label{eq:balance}
\end{align}
The first two terms are the earlier result. Aluminium antisites lower the vacancy fraction, because they supply part of the aluminium excess. Nickel antisites raise it, because they take aluminium sites away from aluminium. Aluminium vacancies also raise it: the loss of aluminium must be balanced by a further loss of nickel if $x$ is held fixed.

At $x=0.52$ the coefficients are $1/x\approx1.92$ and $1/x-1\approx0.92$. One percent of a single defect on its sublattice, with the others absent, therefore changes the vacant nickel fraction from 7.7 percent to
\begin{itemize}
\item 5.8 percent for aluminium antisites,
\item 9.6 percent for nickel antisites,
\item 8.6 percent for aluminium vacancies.
\end{itemize}

In the opposite limiting case, the whole aluminium excess sits on nickel sites and there are no vacancies. Setting $v=b=w=0$ in Eq.~\eqref{eq:balance} gives $0=2-(1+a)/x$, or
\begin{equation}
a=2x-1=0.04 .
\end{equation}
Four percent of aluminium antisites produce the same composition as 7.7 percent of nickel vacancies. An antisite is more effective per defect because it removes a nickel atom and adds an aluminium atom at once.

\section{Density separates vacancies from antisites}

The two pictures differ in the number of atoms per cell. Let $m_{\mathrm{Al}}=26.98$~u and $m_{\mathrm{Ni}}=58.69$~u be the atomic masses. The mean mass per atom depends on composition alone:
\begin{align}
\bar m&=x\,m_{\mathrm{Al}}+(1-x)m_{\mathrm{Ni}}\nonumber\\
&=0.52\times26.98~\mathrm{u}+0.48\times58.69~\mathrm{u}
\approx42.20~\mathrm{u}.
\end{align}
With $2-v-w$ atoms in a cubic cell of edge $a_0$, the mass density is
\begin{equation}
\rho=\frac{(2-v-w)\,\bar m}{a_0^3}.
\label{eq:density}
\end{equation}
Composition, density and lattice parameter together therefore fix the sum $v+w$. To separate nickel vacancies from aluminium vacancies, the difference $a-b$ of the antisite fractions must also be known.

Take $a_0=0.289$~nm as an assumed input, and hold it fixed in the comparison. With nickel vacancies only, $2-v=1/x\approx1.923$, the cell mass is about 81.16~u, and the density is 5.58~g/cm$^3$. With aluminium antisites only, there are two atoms per cell, the cell mass is about 84.40~u, and the density is 5.81~g/cm$^3$. Their ratio is $2/(1/x)=2x=1.04$, so the antisite crystal is 4 percent denser than the vacancy crystal.

The lattice parameter must be measured on the same sample. Suppose that the true crystal has nickel vacancies only and that its lattice parameter is 0.5 percent smaller than the assumed one. Its density is then higher by the factor $(1-0.005)^{-3}\approx1.015$. Used with the old cell volume, this density would suggest $1.923\times1.015\approx1.952$ atoms per cell, and thus a vacancy fraction of about 4.8 percent instead of 7.7 percent. The contraction does not change the vacancy count at fixed composition; it changes what is inferred from the density.

\section{Are antisites expected in equilibrium?}

Counting arrangements at fixed numbers of atoms gives an estimate for defects that do not interact. The number of cells may change, because atoms can build new cells at a surface.

Consider first $A$ aluminium antisites and $V$ nickel vacancies in $M$ cells, with a full aluminium sublattice. The number of arrangements is
\begin{equation}
W=\frac{M!}{V!\,A!\,N_{\mathrm{Ni}}!}.
\end{equation}
Move one antisite aluminium atom to the aluminium site of a new cell. The site it leaves is empty, and so is the nickel site of the new cell. Thus $M$ grows by one, $V$ grows by two, and $A$ falls by one. For large numbers, raising $n$ by one changes $\ln n!$ by about $\ln n$, so that
\begin{equation}
\Delta\ln W=\ln M-2\ln V+\ln A=\ln\frac{AM}{V^2}=\ln\frac{a}{v^2},
\end{equation}
where $a=A/M$ and $v=V/M$. Let $E_a$ be the energy released by this replacement. In equilibrium the free energy does not change to first order:
\begin{equation}
-E_a-kT\ln\frac{a}{v^2}=0
\quad\Longrightarrow\quad
a=v^2e^{-E_a/kT}.
\label{eq:antisite}
\end{equation}

Next consider $B$ nickel antisites, with no aluminium antisites. Let $N$ be the number of nickel atoms on nickel sites. The number of arrangements on both sublattices is
\begin{equation}
W=\frac{M!}{V!\,N!}\,\frac{M!}{B!\,N_{\mathrm{Al}}!}.
\end{equation}
Moving a nickel atom from its own site to the aluminium site of a new cell raises $M$ and $B$ by one, raises $V$ by two, and lowers $N$ by one. With $b=B/M$ and $N/M=1-v$,
\begin{equation}
\Delta\ln W=\ln\frac{M^2N}{V^2B}=\ln\frac{1-v}{v^2b}.
\end{equation}
If the move costs the energy $E_t$, the condition $E_t-kT\Delta\ln W=0$ gives
\begin{equation}
b=\frac{1-v}{v^2}\,e^{-E_t/kT}.
\label{eq:triple}
\end{equation}

At 673~K, a rough interconnect process temperature, $kT=0.058$~eV. Take $E_a=1$~eV and $E_t=2$~eV as round model parameters. With $v=1/13$, Eqs.~\eqref{eq:antisite} and~\eqref{eq:triple} give $a\approx2\times10^{-10}$ and $b\approx2\times10^{-13}$. By Eq.~\eqref{eq:balance}, such fractions leave the vacancy count unchanged for every practical purpose.

The conclusion for aluminium antisites does not need an energy as large as 1~eV. To reach $a=10^{-4}$, which would lower $v$ by only about $2\times10^{-4}$, Eq.~\eqref{eq:antisite} requires $E_a=kT\ln(v^2/a)\approx0.24$~eV. Nickel antisites need a larger margin: by Eq.~\eqref{eq:triple}, $b=10^{-4}$ is reached at $E_t\approx0.83$~eV. Both thresholds count arrangements only. A vibrational entropy $S$ gained in forming the defect multiplies its fraction by $e^{S/k}$ and raises the threshold by 0.058~eV for each unit of $k$. The estimate also leaves out aluminium vacancies and ignores interactions between vacancies, which may matter when one nickel site in 13 is empty. Interactions can also order the vacancies, and the crystal is then no longer the single B2 phase assumed here. Finally, the estimate assumes that atoms can move far enough to reach equilibrium.

\section{A thin interconnect film}

For a film of thickness $t=20$~nm, the number of nickel vacancies per unit film area is the number of nickel sites per area, $t/a_0^3$, multiplied by $v$:
\begin{equation}
\frac{vt}{a_0^3}
=\frac{0.0769\times20~\mathrm{nm}}{(0.289~\mathrm{nm})^3}
\approx64~\mathrm{nm}^{-2}.
\end{equation}
The film is about 69 cells thick, so this equals the content of roughly five complete nickel planes, spread through the film.

In so thin a film the surfaces can enter the count, depending on how they terminate. Suppose that the film is cut parallel to a cube face and that both surfaces end in an aluminium plane. There is then one more aluminium plane than there are nickel planes. For $L$ cells through the thickness, this adds $s=1/L$ aluminium atoms per cell. If all the aluminium sites are full,
\begin{equation}
x=\frac{1+s}{2+s-v}.
\end{equation}
Solving for $v$ as before gives
\begin{equation}
v=2+s-\frac{1+s}{x}
=\left(2-\frac1x\right)-s\left(\frac1x-1\right).
\end{equation}
For $L=69$, the last term is $0.92/69\approx0.013$, and the vacancy fraction falls from 7.7 to about 6.4 percent. Part of the aluminium excess is now held by the surface plane. The correction falls as $1/L$ and vanishes for a thick sample. Its sign depends on the termination. With nickel planes on both surfaces the fraction rises to about 9.0 percent. With one surface of each kind, or with an ideal (110) cut, whose planes hold equal numbers of both sites, it stays at 7.7 percent.

The accuracy of the composition matters on a similar scale. The surface shift of the 20~nm film equals the effect of a composition error of about 0.36 atomic percent, and in a film thinner than about 14~nm it exceeds the effect of an error of 0.5 atomic percent. The slope of Eq.~\eqref{eq:main} is $dv/dx=1/x^2\approx3.7$, so a composition error is magnified almost fourfold in the vacancy fraction. An uncertainty of $\pm0.5$ atomic percent in the aluminium content spans vacancy fractions from 5.8 to 9.5 percent. The second digit of 7.7 percent has meaning only if the composition is known much better than this.

For a real NiAl film, the lattice parameter, thickness and temperature used here are plausible rough values, while the defect energies are model choices. The absence of antisites is open to doubt, since a film deposited at low temperature may retain defects that equilibrium would remove. One percent of aluminium antisites would lower the result by about two percentage points, as would a true aluminium content 0.5 atomic percent below the stated one. Aluminium bound in a surface oxide must also be left out of $x$; if it is counted as part of the B2 phase, the formula overstates the number of vacancies. The values used in these estimates are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Al content: 52.0 at%
Vacant Ni sites: 7.692 % of Ni sites
Vacant sites: 3.846 % of all sites
Linear estimate: 8.000 % of Ni sites
Explicit crystal: 17576 cells
Empty Ni sites counted: 1352 sites
Lattice parameter: 0.289 nm
Film thickness: 20.0 nm
Ni vacancies per film area: 63.7 nm^-2
Al atomic mass: 26.98 u
Ni atomic mass: 58.69 u
Density, perfect 50 at% crystal: 5.894 g/cm3
Density, vacancies only: 5.583 g/cm3
Density, Al antisites only: 5.806 g/cm3
Al antisites in that picture: 4.00 % of Ni sites
Density excess, antisite over vacancy: 4.00 %
Assumed lattice contraction: 0.50 %
Density rise from contraction: 1.52 %
Composition error: +/- 0.50 at%
Vacant Ni sites at lower Al content: 5.83 %
Vacant Ni sites at higher Al content: 9.52 %
Frozen-in defect, each case: 1.00 % of sites
Vacant Ni sites with Al antisites: 5.77 %
Vacant Ni sites with Ni antisites: 9.62 %
Vacant Ni sites with Al vacancies: 8.62 %
Process temperature: 673 K
Thermal energy kT: 0.0580 eV
Al antisite energy E_a: 1.00 eV
Triple defect energy E_t: 2.00 eV
Equilibrium Al antisites: 1.92e-10 per Ni site
Equilibrium Ni antisites: 1.64e-13 per Al site
Cells through film: 69 cells
Vacant Ni sites, Al-terminated film: 6.35 %
\end{verbatim}
